Low Fermi-level state density and low Gilbert damping in cobalt-iron

**The result**

In a metallic ferromagnet whose electron states share one lifetime τ, the torque-correlation model gives the low-temperature intrinsic damping

α = (πg/m) Σ_nm ⟨|T_nm|² A_n(E_F) A_m(E_F)⟩.   (1)

The brackets average over wave vector k, n and m in the sum label bands, and the prefactor m is the spin moment per atom in Bohr magnetons. T is the spin-orbit torque operator, and A_n(E) = (Γ/π)/[(E−ε_n)²+Γ²] is the spectrum of a level of half-width Γ = ħ/2τ. Each term needs spectral weight at the Fermi level E_F, so a small state density n(E_F) = Σ_n⟨A_n(E_F)⟩ tends to make α small.

This is a tendency with conditions. The torque elements, the moment and the lifetime also change with composition and can help or oppose it. In a rigid-band model of bcc Fe with added Co, α falls from 0.69×10⁻³ for the parent to 0.33×10⁻³ at 25 percent Co, where n(E_F) is lowest. On a logarithmic scale about two thirds of the fall can be booked to the explicit factor n(E_F). Split by torque, nearly all of the fall lies in the spin-flip part, which loses its majority states.

**1. From damping to friction**

Let u be the unit vector along the magnetisation and γ > 0 the gyromagnetic ratio. The Landau-Lifshitz-Gilbert equation is

du/dt = −γ u×B + α u×du/dt.

Take its scalar product with u×du/dt. The left side vanishes. Since u·du/dt = 0, we have (u×B)·(u×du/dt) = B·du/dt and |u×du/dt|² = |du/dt|². Therefore

γ B·du/dt = α|du/dt|².

The energy of a moment M in a constant field is −M u·B, so it loses energy at the rate

P = M B·du/dt = (αM/γ)|du/dt|².

With M = mμ_B and γ = gμ_B/ħ, M/γ = mħ/g. For a turn by an angle θ, |du/dt| = |dθ/dt|. Writing P = η(dθ/dt)² defines the friction η per atom, and

α = gη/(mħ).   (2)

A larger moment reduces α at fixed friction, because it carries more angular momentum.

**2. The torque operator**

The one-electron Hamiltonian with the exchange field turned by θ in the z-x plane is

H(θ) = H₀ − (Δ/2)(σ_z cosθ + σ_x sinθ) + H_so,
H_so = (ξ/2)(L_xσ_x + L_yσ_y + L_zσ_z).

H₀ does not act on spin, Δ is the exchange splitting and ξ the spin-orbit parameter. The rotation U = exp(−iθσ_y/2) brings the exchange field back to z:

U†H(θ)U = H₀ − (Δ/2)σ_z + U†H_soU.

The eigenvalues are unchanged, and θ now appears in the spin-orbit term alone. Its derivative at θ = 0 is

T = (i/2)[σ_y, H_so].

Using [σ_y,σ_x] = −2iσ_z and [σ_y,σ_z] = 2iσ_x,

T = (i/2)(ξ/2)(−2i L_xσ_z + 2i L_zσ_x) = (ξ/2)(L_xσ_z − L_zσ_x).   (3)

The first part conserves spin and the second flips it. First-order perturbation theory gives dε_n/dθ = T_nn. This was tested at one wave vector by turning the exchange field itself: the largest slope was 1.6×10⁻² eV/rad, and the largest difference from T_nn was 1.3×10⁻¹⁰ eV/rad.

In a moving frame the rotation also adds −(ħ/2)(dθ/dt)σ_y to the Hamiltonian. For sharp levels its effect on the transition elements vanishes relative to T as the frequency goes to zero. At finite lifetime, leaving it out is an approximation of the model, as is the neglect of vertex corrections, the correlated scattering of the two states in a transition.

**3. Friction from transitions**

Let θ(t) = θ₀ cos ωt. The perturbation Tθ₀ cos ωt raises an electron by ħω with squared amplitude (θ₀/2)²|T_nm|². Absorption minus emission leaves the occupation difference f(E) − f(E+ħω), so the golden rule with broadened levels gives

P = ħω (2π/ħ)(θ₀²/4) Σ_nm |T_nm|² ∫ A_n(E)A_m(E+ħω)[f(E)−f(E+ħω)] dE.

For small ω the occupation difference is ħω(−f′), and the shift in A_m can be dropped:

P = (π/2)ħω²θ₀² Σ_nm |T_nm|² ∫(−f′)A_nA_m dE.

The cycle average of η(dθ/dt)² is ηω²θ₀²/2. Equating the two,

η = πħ Σ_nm |T_nm|² ∫(−f′)A_nA_m dE.   (4)

When kT is much smaller than Γ, −f′ acts as a delta function at E_F. Equation (2) and the average over k then give (1).

A second road checks the factor π and the meaning of Γ. Let the density matrix relax in time τ towards the equilibrium ρ_eq of the instantaneous Hamiltonian. For slow motion the deviation δρ obeys

0 = −(i/ħ)[H,δρ] − δρ/τ − dρ_eq/dt.

With F_nm = −(f_n−f_m)/(ε_n−ε_m), read as −f′ for n = m, perturbation theory gives (dρ_eq/dt)_nm = −(dθ/dt)T_nmF_nm. Hence

δρ_nm = (dθ/dt) T_nmF_nm/[1/τ + i(ε_n−ε_m)/ħ].

The irreversible power is (dθ/dt)Tr(δρT). Imaginary parts cancel between nm and mn, which leaves

η = ħ Σ_nm |T_nm|²F_nm 2Γ/[(ε_n−ε_m)²+4Γ²].

Two Lorentzians of half-width Γ convolve to one of half-width 2Γ:

∫A_nA_m dE = (1/π) 2Γ/[(ε_n−ε_m)²+4Γ²].   (5)

So the friction is πħΣ|T_nm|²F_nm∫A_nA_m dE. It agrees with (4) when kT is much larger than the widths and spacings, because F_nm and −f′ are then nearly the same constant. In that limit a direct solution of the density-matrix equation and formula (4) both gave η/ħ = 2.29193×10⁻⁴ at the test wave vector. This tests the prefactor; the low-temperature form rests on the golden-rule argument.

**4. The intraband contribution**

Terms with n = m describe levels that move up and down as the magnetisation turns, while their occupations lag behind. Equation (5) gives ∫A_n²dE = 1/(2πΓ). For small Γ, A_n² therefore acts as δ(E−ε_n)/(2πΓ), and

α_intra ≈ (πg/m)(1/2πΓ) n(E_F)⟨T_nn²⟩ = g n(E_F)⟨T_nn²⟩/(2mΓ),   (6)

with the average taken over states at E_F. This part grows with the lifetime.

The diagonal elements are small for a reason. With inversion symmetry H₀(k) is real in real d orbitals, so a nondegenerate band has real coefficients. The matrices of L are imaginary and antisymmetric, so their expectation values vanish. Without spin-orbit mixing ⟨σ_x⟩ vanishes too. Away from degeneracies T_nn thus begins at order ξ², which contributes at order ξ⁴ to (6). Where bands of opposite spin cross on the Fermi surface, T_nn can reach order ξ, in a strip whose width is proportional to ξ. Such strips contribute at order ξ³ and, where both spins are present at E_F, dominate (6) when ξ is small enough. Near-degenerate bands of the same spin also give T_nn of order ξ. In the model of section 6, states with 10 to 90 percent spin mixing supply about a third of the intraband part of the parent and none at 25 percent Co, where same-spin pairs carry it. At both fillings, halving ξ lowers the intraband part roughly as ξ^3.3.

For the parent alloy, counting states in an energy window around E_F gives n = 1.380 per eV and atom and ⟨T_nn²⟩ = 9.315×10⁻⁶ eV². With m = 2.820 and Γ = 0.05 eV,

α_intra ≈ 2 × 1.380 × 9.315×10⁻⁶/(2 × 2.820 × 0.05) = 0.091×10⁻³.

The full Lorentzian sum gives 0.099×10⁻³. The window estimate is 8 percent lower. Most of the difference is k sampling: on a mesh about three times finer per direction the Lorentzian sum is 0.094×10⁻³ and the window estimate 0.092×10⁻³.

**5. The interband contribution**

For n ≠ m with a spacing δ_nm = |ε_n−ε_m| much larger than Γ, (5) becomes 2Γ/(πδ_nm²). Half comes from E near ε_n and half from E near ε_m. Because the sum contains both orders of each pair, the whole weight can be assigned to the state n at E_F:

α_inter ≈ (2gΓ/m) n(E_F)⟨Σ_{m≠n}|T_nm|²/δ_nm²⟩.   (7)

For pairs of bands that stay well separated as ξ goes to zero, this part begins at order ξ². It grows with the scattering rate. At fixed Γ, both (6) and (7) carry one explicit factor n(E_F). Neither makes α a function of n(E_F) alone.

**6. The rigid-band example**

The model has five d orbitals per spin on a bcc lattice. The nearest-neighbour integrals ddσ, ddπ and ddδ are −0.60, 0.40 and −0.10 eV; second-neighbour values are reduced by the inverse fifth power of distance. The other inputs are Δ = 2.0 eV, ξ = 0.05 eV and Γ = 0.05 eV, so τ = 6.6 fs. The parent, a simplified stand-in for bcc Fe, has 7 d electrons per atom; its moment of 2.82 Bohr magnetons is well above the measured 2.2 of iron. Each Co atom adds one, so the count is N = 7 + x at Co fraction x. The bands stay fixed and E_F moves.

State densities below are per eV and atom, and α is in units of 10⁻³.

x = 0: n = 1.356, α = 0.69
x = 0.20: n = 0.844, α = 0.30
x = 0.25: n = 0.825, α = 0.33
x = 0.30: n = 0.849, α = 0.41
x = 0.60: n = 1.320, α = 0.74
x = 1: n = 2.352, α = 1.90

The correlation between ln n and ln α over the scan is 0.98. Still, the lowest α lies at x = 0.20, one scan step below the lowest n. The points x = 0.20 and 0.30 have nearly equal n but differ in α by about a third of the smaller value. A second k mesh changed α by at most 4.2 percent at x = 0, 0.25 and 1. A mesh about three times finer per direction gives α = 0.68, 0.30, 0.33, 0.40 and 1.90 at x = 0, 0.20, 0.25, 0.30 and 1, so the last digit shown is uncertain. E_F and m are fixed here by filling sharp levels. Filling the broadened levels instead puts n at x = 0.20 (0.820) below n at x = 0.25 (0.839), and α then goes from 0.65 at x = 0 to 0.38 at x = 0.25, a factor 1.7 instead of 2.1.

**7. Why the state density has a minimum**

Let h be the number of majority d holes per atom. Then N↑ = 5−h and N↓ = N−5+h, so

m = N↑ − N↓ = 10 − N − 2h,   h = (10−N−m)/2.

This neglects the small spin mixing. The parent has h = (3−2.820)/2 = 0.09. At x = 0.25, h = (2.75−2.748)/2 = 0.001, so the majority d band is practically full.

Between these fillings the majority state density at E_F falls from 0.830 to 0.095, a loss of 0.735. The minority density rises from 0.526 to 0.730, a gain of 0.204. The net change is −0.531. The minimum is therefore not a minimum of the minority density, which rises throughout the listed scan. It occurs where the loss of majority states has nearly ended and the minority rise takes over. With almost no holes left, the remaining majority density is mainly the Lorentzian tail of filled states, plus some spin mixing.

**8. Weighing state density, torque and moment**

Define w = Σ_nm⟨|T_nm|²A_nA_m⟩/n(E_F), the torque-weighted density of final states per initial state. Then

α = (πg/m) n(E_F) w.

From the parent to x = 0.25, α falls by a factor 2.09. The factors are 1.64 from n, 1.31 from w and 0.975 from 1/m. Their logarithms add:

0.497 + 0.268 − 0.026 = 0.739.

State density supplies 0.497/0.739 = 67 percent, w supplies 36 percent, and the slightly smaller moment takes back 4 percent; these rounded shares add to 99 instead of 100, and the finer mesh moves the share of n to 69 percent. In real Fe-Co the moment rises over this range, from about 2.2 to about 2.4 Bohr magnetons, so there it would help the fall. Since w contains final-state density, this split is bookkeeping and does not by itself establish a cause. Evaluating the two parts of (3) separately on the finer mesh shows where the fall lies: the spin-flip part drops from 0.41×10⁻³ to 0.055×10⁻³ as the majority partners disappear, while the spin-conserving part stays near 0.28×10⁻³ and the cross term is about 0.01×10⁻³ or less. The low total state density and the low damping thus share one origin in this model, the loss of majority states at E_F.

The cobalt-rich side is weighted differently. From x = 0.25 to 1, α rises by a factor 5.7, n by 2.85 and 1/m by 2.748/1.999 = 1.37. The remaining factor, about 1.5, belongs to w. Here the shrinking moment matters. The bcc structure is kept up to x = 1 for the model's sake; bulk cobalt-rich alloys are not bcc.

**9. Restoring the majority states**

A stronger test of the mechanism keeps x = 0.25, ξ and Γ fixed but reduces Δ to 1.5 eV. Majority states return to E_F: their density rises from 0.095 to 0.883, and the total from 0.825 to 1.780. Damping rises from 0.33×10⁻³ to 1.20×10⁻³, a factor 3.6. The moment drops from 2.748 to 2.474, which accounts for a factor 1.11 and is far too little to explain the rise.

Changing Δ also changes energy spacings and the minority density, so this does not vary n alone. It does show that, in this model, the low damping at 25 percent Co depends on the exchange splitting. The position of the density minimum depends on the chosen d count, Δ and Γ, and is not a prediction for the real alloy.

**10. Weighing the lifetime**

At x = 0.25 the interband part is 0.272×10⁻³ and the intraband part 0.059×10⁻³, so interband transitions supply 82 percent of α.

The lifetime need not stay fixed. Suppose that scatterers of fixed strength and number connect all states at E_F equally, whatever their spin. The golden rule then makes 1/τ proportional to the total density of final states, hence Γ ∝ n(E_F). Equation (6) then loses its explicit factor n(E_F), whereas (7) acquires a second one. Scatterers that conserve spin, the usual case for nonmagnetic disorder, would instead tie each spin's width to its own state density; the minority width then grows with x, and the cancellation in (6) need not occur. The numbers below are for the spin-blind case. Scaling Γ from the parent value, with both densities taken at Γ = 0.05 eV, gives

Γ = 0.05 × 0.825/1.356 = 0.030 eV.

The intraband part becomes 0.096×10⁻³, close to the parent's 0.099×10⁻³ (0.102 against 0.094 on the finer mesh): no reduction remains. The interband part falls to 0.188×10⁻³, and the total to 0.285×10⁻³. In this example a lifetime tied to n(E_F) thus strengthens the overall reduction, from a factor 2.1 to 2.4.

These values also check the limiting laws. Equation (6) predicts 0.059 × 0.05/0.0304 = 0.097 for the intraband part, close to 0.096. Linear scaling in (7) predicts 0.272 × 0.0304/0.05 = 0.165 for the interband part, below the computed 0.188. The excess comes from pairs too close together for δ_nm ≫ Γ to hold: pairs more than 0.3 eV apart scale by the linear factor 0.61, those between 0.1 and 0.3 eV by 0.72, and those below 0.1 eV by 0.95.

If both laws are extended, the two parts become equal near Γ = 0.05√(0.059/0.272) ≈ 0.02 eV. In much cleaner material intraband damping would dominate, and a low state density that also lengthened τ would no longer ensure low damping. In a real alloy the number and strength of scatterers change with composition as well, which this control leaves out.

The model also omits s and p electrons, self-consistent exchange and explicit alloy disorder. Its values of α illustrate the mechanism and are not predictions for a measured film. The numerical output below lists every second point of the scan, and the point x = 0.25 separately.

Table of computed values

```
dd sigma, pi, delta: -0.60 0.40 -0.10 eV
exchange splitting 2.0 eV, spin-orbit xi 0.05 eV
half-width gamma 0.05 eV, lifetime tau 6.58 fs
parent d electrons per atom 7.0, g factor 2.0
d band width without spin terms at zone point H: 4.82 eV
largest band slope at test k: 1.600e-02 eV/rad
largest slope error: 1.3e-10 eV/rad
friction/hbar, density matrix: 2.29193e-04
friction/hbar, torque formula: 2.29193e-04
x; E_F (eV); m (mu_B); n, n_up, n_down (1/eV/atom); alpha, intra, inter (1e-3)
0.00   0.811 2.820 1.356 0.830 0.526 0.692 0.099 0.594
0.10   0.878 2.851 1.208 0.625 0.583 0.565 0.073 0.492
0.20   1.003 2.798 0.844 0.157 0.687 0.302 0.054 0.248
0.30   1.148 2.698 0.849 0.069 0.779 0.410 0.062 0.348
0.40   1.274 2.598 0.959 0.047 0.913 0.518 0.054 0.464
0.50   1.380 2.498 1.119 0.036 1.082 0.600 0.060 0.540
0.60   1.471 2.399 1.320 0.030 1.290 0.735 0.064 0.670
0.70   1.546 2.299 1.551 0.027 1.524 0.891 0.073 0.818
0.80   1.607 2.199 1.813 0.024 1.789 1.151 0.104 1.047
0.90   1.659 2.099 2.095 0.023 2.072 1.488 0.152 1.336
1.00   1.702 1.999 2.352 0.022 2.330 1.897 0.219 1.678
x at lowest n: 0.25, n = 0.825 1/eV/atom
there: E_F 1.078 eV, m 2.748 mu_B
there: n_up 0.095, n_down 0.730 1/eV/atom
there: alpha 0.331e-3, intra 0.059e-3, inter 0.272e-3
x at lowest alpha: 0.20, alpha = 0.302e-3
correlation of ln n and ln alpha over scan: 0.982
parent/lowest-n ratios: alpha 2.094, n 1.644, w 1.307, 1/m 0.975
their logarithms: 0.739, 0.497, 0.268, -0.026
window at parent E_F: n 1.380 1/eV/atom, mean T_nn^2 9.315e-06 eV^2
parent intraband alpha: window 0.091e-3, Lorentzian 0.099e-3
control splitting 1.5 eV: n 1.780, n_up 0.883 1/eV/atom, m 2.474 mu_B
control alpha: 1.202e-3
gamma scaled with n: 0.0304 eV, alpha 0.285e-3
scaled gamma: intra 0.096e-3, inter 0.188e-3
largest relative change of alpha between meshes: 0.042
```
